# Stop-Band Width of a Silicon–Silica Quarter-Wave Stack: a program that tests the result

```python
# Result under test: an infinite lossless quarter-wave stack has, at normal
# incidence, a first stop band of fractional frequency width
#     (f_hi - f_lo)/f0 = (4/pi) arcsin((nH - nL)/(nH + nL)).
# nH, nL: indices of silicon and silica; f0 = c/lam0: design frequency;
# dH, dL: layer thicknesses with nH dH = nL dL = lam0/4.
# Frequencies called x are in units of f0; lengths are in nm.
import numpy as np
from scipy.constants import c, h, e
from scipy.integrate import solve_ivp
from scipy.linalg import eigh, toeplitz
from scipy.optimize import brentq

nH, nL, lam0 = 3.48, 1.44, 1550.0
dH, dL = lam0 / (4 * nH), lam0 / (4 * nL)
r = (nH - nL) / (nH + nL)
half = 2 / np.pi * np.arcsin(r)
lo, hi = 1 - half, 1 + half
width = 2 * half


def half_trace(phase_H, phase_L, ratio):
    """cos(K Lambda); ratio is the admittance ratio of the two layers."""
    S = (ratio + 1 / ratio) / 2
    return (np.cos(phase_H) * np.cos(phase_L)
            - S * np.sin(phase_H) * np.sin(phase_L))


def integrated_period(x, tH, tL):
    """Matrix of (E, dE/dz) over one period, z in units of lam0,
    by numerical integration of the wave equation."""
    columns = []
    for start in ([1.0, 0.0], [0.0, 1.0]):
        y = np.array(start)
        for n, t in ((nH, tH), (nL, tL)):
            q2 = (2 * np.pi * x * n) ** 2
            y = solve_ivp(lambda z, u: [u[1], -q2 * u[0]], (0, t / lam0), y,
                          method="DOP853", rtol=1e-11, atol=1e-12).y[:, -1]
        columns.append(y)
    return np.array(columns).T


# Bloch trace formula against integration, quarter-wave and other layers
for x in (0.4, 0.8, 1.0, 1.35, 1.9):
    for tH, tL in ((dH, dL), (150.0, 200.0)):
        numeric = np.trace(integrated_period(x, tH, tL)) / 2
        formula = half_trace(2 * np.pi * x * nH * tH / lam0,
                             2 * np.pi * x * nL * tL / lam0, nH / nL)
        assert abs(numeric - formula) < 1e-7

# Bloch factors at the centre of the gap
factors = np.sort(np.linalg.eigvals(integrated_period(1.0, dH, dL)).real)
assert np.allclose(factors, [-nH / nL, -nL / nH], atol=1e-7)


def plane_wave_bands(K_fraction, M=150):
    """Bloch frequencies in units of f0; K = K_fraction * 2 pi / period."""
    period = dH + dL
    m = np.arange(-M, M + 1) if K_fraction == 0 else np.arange(-M, M)
    order = np.arange(len(m))
    eps = (nH**2 - nL**2) * dH / period * np.sinc(order * dH / period)
    eps[0] += nL**2
    kinetic = np.diag(((m + K_fraction) * lam0 / period) ** 2)
    values = eigh(kinetic, toeplitz(eps), eigvals_only=True)
    return np.sqrt(np.abs(values[:4]))


zone_edge = plane_wave_bands(0.5)
zone_centre = plane_wave_bands(0)
pw_width = zone_edge[1] - zone_edge[0]
assert np.allclose(zone_edge[:2], [lo, hi], atol=1e-5)
assert np.allclose(zone_centre[1:3], [2, 2], atol=1e-4)


def gap_edges(a, b, ratio):
    """Edges for layers of a and b quarter waves, by root finding."""
    def f(x):
        return half_trace(np.pi / 2 * a * x, np.pi / 2 * b * x, ratio) + 1
    mid = 2 / (a + b)
    return brentq(f, 0.45 * mid, mid), brentq(f, mid, 1.55 * mid)


def fraction(pair):
    return 2 * (pair[1] - pair[0]) / (pair[1] + pair[0])


# The quarter-wave division of the optical thickness gives the widest gap
shares = np.linspace(0.1, 0.9, 81)
scan = [fraction(gap_edges(2 * s, 2 - 2 * s, nH / nL)) for s in shares]
assert abs(shares[int(np.argmax(scan))] - 0.5) < 1e-9
equal_layers = fraction(gap_edges(2 * nH / (nH + nL),
                                  2 * nL / (nH + nL), nH / nL))

# Wavelength edges and the two possible wavelength fractions
lam_short, lam_long = lam0 / zone_edge[1], lam0 / zone_edge[0]
lam_mean = (lam_short + lam_long) / 2
frac_mean = (lam_long - lam_short) / lam_mean
frac_design = (lam_long - lam_short) / lam0
assert abs(frac_mean - width) < 2e-5
assert frac_design > width + 0.01


def finite_stack(x, pairs, kappa=0.0):
    """R and T for air | (silicon silica)^pairs | silica substrate."""
    M = np.eye(2, dtype=complex)
    for n, d in ((nH - 1j * kappa, dH), (nL, dL)):
        p = 2 * np.pi * x * n * d / lam0
        M = M @ np.array([[np.cos(p), 1j * np.sin(p) / n],
                          [1j * n * np.sin(p), np.cos(p)]])
    B, C = np.linalg.matrix_power(M, pairs) @ np.array([1, nL])
    return abs((B - C) / (B + C)) ** 2, 4 * nL / abs(B + C) ** 2


centre_R = {}
for N in range(1, 7):
    R, T = finite_stack(1.0, N)
    Y = nL * (nH / nL) ** (2 * N)
    assert abs(R + T - 1) < 1e-10
    assert abs(R - ((1 - Y) / (1 + Y)) ** 2) < 1e-10
    centre_R[N] = R
pairs = 5
x99lo = brentq(lambda x: finite_stack(x, pairs)[0] - 0.99, lo, 1)
x99hi = brentq(lambda x: finite_stack(x, pairs)[0] - 0.99, 1, hi)
inside = np.linspace(x99lo + 1e-6, x99hi - 1e-6, 400)
assert min(finite_stack(x, pairs)[0] for x in inside) > 0.99
edge_R = finite_stack(lo, pairs)[0]

# Neglected effects, with rough material inputs
cauchy_Si = 0.15       # um^2, rough: n = nH + B (1/lam^2 - 1/lam0^2)
slope_silica = -0.012  # per um, rough


def index_Si(lam):
    return nH + cauchy_Si * 1e6 * (1 / lam**2 - 1 / lam0**2)


def index_silica(lam):
    return nL + slope_silica * (lam - lam0) / 1000


def dispersive(x):
    a, b = index_Si(lam0 / x), index_silica(lam0 / x)
    return half_trace(np.pi / 2 * x * a / nH,
                      np.pi / 2 * x * b / nL, a / b) + 1


disp = (brentq(dispersive, 0.45, 1), brentq(dispersive, 1, 1.55))
assert fraction(disp) < width

thick = gap_edges(1.05, 1.0, nH / nL)
dT, dn_Si, dn_silica = 100.0, 1.8e-4, 1e-5   # K, rough 1/K, rough 1/K
hotH, hotL = nH + dn_Si * dT, nL + dn_silica * dT
hot = gap_edges(hotH / nH, hotL / nL, hotH / hotL)
angle = 20.0
sine = np.sin(np.radians(angle))
cosH, cosL = np.sqrt(1 - (sine / nH)**2), np.sqrt(1 - (sine / nL)**2)
s_pol = gap_edges(cosH, cosL, nH * cosH / (nL * cosL))
p_pol = gap_edges(cosH, cosL, nH * cosL / (nL * cosH))
kappa = 1e-3           # rough extinction coefficient, deposited silicon
R_abs, T_abs = finite_stack(1.0, pairs, kappa)
absorbed = 1 - R_abs - T_abs
assert 0 < absorbed < 0.01
gap_Si = 1.12          # eV, rough indirect gap at room temperature
photon = h * c / (lam_short * 1e-9) / e
assert photon < gap_Si


def centre_nm(pair):
    return 2 * lam0 / (pair[0] + pair[1])


f0 = c / (lam0 * 1e-9) / 1e12
print(f"Indices silicon, silica: {nH:.2f}, {nL:.2f}")
print(f"Design wavelength: {lam0:.0f} nm; frequency: {f0:.1f} THz")
print(f"Thickness silicon, silica: {dH:.1f}, {dL:.1f} nm")
print(f"Index contrast r: {r:.5f}; arcsin r: {np.arcsin(r):.5f} rad")
print(f"S: {(nH/nL + nL/nH)/2:.4f}; half-width/f0: {half:.5f}")
print(f"Edges f/f0, formula: {lo:.5f}, {hi:.5f}")
print(f"Edges f/f0, plane waves: {zone_edge[0]:.5f}, {zone_edge[1]:.5f}")
print(f"Fractional width, formula: {100*width:.2f} %")
print(f"Fractional width, plane waves: {100*pw_width:.2f} %")
print(f"Weak-contrast estimate: {100*4/np.pi*r:.2f} %")
print(f"Width in frequency: {f0*width:.1f} THz")
print(f"Edge wavelengths: {lam_short:.1f}, {lam_long:.1f} nm")
print(f"Wavelength width: {lam_long-lam_short:.1f} nm")
print(f"Mean of edge wavelengths: {lam_mean:.1f} nm")
print(f"Wavelength width / mean wavelength: {100*frac_mean:.2f} %")
print(f"Wavelength width / design wavelength: {100*frac_design:.2f} %")
print(f"Second-gap band frequencies f/f0: {zone_centre[1]:.4f}, "
      f"{zone_centre[2]:.4f}")
print(f"Width for equal physical thicknesses: {100*equal_layers:.2f} %")
print(f"Field factor per pair at centre: {abs(factors[1]):.4f}")
for N, R in centre_R.items():
    print(f"Central reflectance, {N} pairs: {100*R:.3f} %")
print(f"R at ideal band edge, {pairs} pairs: {100*edge_R:.2f} %")
print(f"Band with R > 99 %, {pairs} pairs: {100*(x99hi-x99lo):.2f} % of f0")
print("Neglected effects (rough inputs):")
print(f"Silicon Cauchy coefficient: {cauchy_Si:.2f} um^2")
print(f"Silica index slope: {slope_silica:.3f} per um")
print(f"Silicon index at ideal edges: {index_Si(lam_short):.3f}, "
      f"{index_Si(lam_long):.3f}")
print(f"Silica index at ideal edges: {index_silica(lam_short):.3f}, "
      f"{index_silica(lam_long):.3f}")
print(f"Dispersion: edges {lam0/disp[1]:.1f}, {lam0/disp[0]:.1f} nm")
print("Below: width / mid-gap frequency; wavelength of mid-gap frequency")
for label, pair in (("Dispersion", disp), ("Silicon 5 % thicker", thick),
                    (f"Heating by {dT:.0f} K", hot),
                    (f"{angle:.0f} deg, s polarization", s_pol),
                    (f"{angle:.0f} deg, p polarization", p_pol)):
    print(f"{label}: {100*fraction(pair):.2f} %; {centre_nm(pair):.1f} nm")
print(f"Thermo-optic silicon, silica: {dn_Si:.1e}, {dn_silica:.1e} per K")
print(f"Silicon extinction coefficient: {kappa:.0e}")
print(f"Absorbed at centre, {pairs} pairs: {100*absorbed:.3f} %")
print(f"Photon energy at short edge: {photon:.3f} eV; "
      f"rough silicon gap: {gap_Si:.2f} eV")
print("checks complete")
```

Output:

```
Indices silicon, silica: 3.48, 1.44
Design wavelength: 1550 nm; frequency: 193.4 THz
Thickness silicon, silica: 111.4, 269.1 nm
Index contrast r: 0.41463; arcsin r: 0.42754 rad
S: 1.4152; half-width/f0: 0.27218
Edges f/f0, formula: 0.72782, 1.27218
Edges f/f0, plane waves: 0.72782, 1.27218
Fractional width, formula: 54.44 %
Fractional width, plane waves: 54.44 %
Weak-contrast estimate: 52.79 %
Width in frequency: 105.3 THz
Edge wavelengths: 1218.4, 2129.7 nm
Wavelength width: 911.3 nm
Mean of edge wavelengths: 1674.0 nm
Wavelength width / mean wavelength: 54.44 %
Wavelength width / design wavelength: 58.79 %
Second-gap band frequencies f/f0: 2.0000, 2.0000
Width for equal physical thicknesses: 43.90 %
Field factor per pair at centre: 0.4138
Central reflectance, 1 pairs: 62.009 %
Central reflectance, 2 pairs: 92.178 %
Central reflectance, 3 pairs: 98.615 %
Central reflectance, 4 pairs: 99.762 %
Central reflectance, 5 pairs: 99.959 %
Central reflectance, 6 pairs: 99.993 %
R at ideal band edge, 5 pairs: 96.42 %
Band with R > 99 %, 5 pairs: 48.04 % of f0
Neglected effects (rough inputs):
Silicon Cauchy coefficient: 0.15 um^2
Silica index slope: -0.012 per um
Silicon index at ideal edges: 3.519, 3.451
Silica index at ideal edges: 1.444, 1.433
Dispersion: edges 1224.4, 2112.8 nm
Below: width / mid-gap frequency; wavelength of mid-gap frequency
Dispersion: 53.24 %; 1550.3 nm
Silicon 5 % thicker: 54.40 %; 1588.9 nm
Heating by 100 K: 54.69 %; 1554.5 nm
20 deg, s polarization: 55.82 %; 1524.1 nm
20 deg, p polarization: 53.02 %; 1524.1 nm
Thermo-optic silicon, silica: 1.8e-04, 1.0e-05 per K
Silicon extinction coefficient: 1e-03
Absorbed at centre, 5 pairs: 0.063 %
Photon energy at short edge: 1.018 eV; rough silicon gap: 1.12 eV
checks complete
```
